Transition Radiation at One Interface from the Mismatch of Formation Lengths, part 2

A charge with speed v and Lorentz factor γ ≫ 1 crosses one interface between vacuum and a medium of permittivity ε = 1 − ω_p²/ω², where ω_p is the plasma frequency. The light has frequency ω ≫ ω_p and makes a small angle θ with the velocity. Recoil, absorption and scattering are neglected.

Along the path, the z axis, the phase of the light at the charge slips at the rate q = ω/v − k_z, where k_z is the longitudinal wave number. In units with ħ = c = 1, the formation length is

L = 1/q = 2/(ωD).   (3)

With c restored, L = 2c/(ωD). The values L_vac and L_med follow from

D_vac = γ^(−2) + θ², D_med = γ^(−2) + θ² + ω_p²/ω².

The amplitude contains a polarization factor θ and, for a sharp interface, the difference of the two formation lengths. With α the fine-structure constant, the energy W emitted per unit frequency and solid angle Ω is

d²W/(dω dΩ) = (αħ/π²) θ² (1/D_vac − 1/D_med)².   (7)

The integrals use the dimensionless variables

u = γ²θ², ν = ω/(γω_p), b = 1/ν².

Section 8 showed that for ν ≪ 1 the density (7) falls only as 1/θ² between θ = 1/γ and θ = ω_p/ω, and as 1/θ⁶ at much larger angles.

Section 6 showed that the two faces of a slab interfere. If the slab is thick compared with L_med, the interference averages out over a broad band of frequencies, and each face counts as one independent interface. The same holds for a vacuum gap, with L_vac.

The numerical checks match the fields at the surface without assuming small θ or small ω_p²/ω², for exit from the medium and entry into it. A separate check evaluates the phase integral with q changing between its two values as tanh(z/w), where w is the width.

## 10. The total energy

The element of solid angle around the velocity is dΩ = 2πθ dθ = π dθ² = π du/γ². The factor θ² supplies another 1/γ², and the squared difference supplies γ⁴. All powers of γ cancel:

d²W/(dω du) = (αħ/π) u [1/(1 + u) − 1/(1 + u + b)]².   (8)

The total energy is easiest to obtain by integrating over frequency first, at fixed angle. Put A = 1 + u. The bracket is

1/A − 1/(A + 1/ν²) = (1/ν²)/[A(A + 1/ν²)] = 1/[A(1 + Aν²)].

With dω = γω_p dν,

dW/du = (αħγω_p/π) (u/A²) ∫₀^∞ dν/(1 + Aν²)².

Substitute ν = tan s/√A. Then dν = ds/(√A cos²s) and 1 + Aν² = 1/cos²s, so the integral becomes

(1/√A) ∫₀^(π/2) cos²s ds = π/(4√A).

The energy per unit u is therefore

dW/du = αħγω_p u / [4(1 + u)^(5/2)].   (9)

For the remaining integral write u = A − 1:

∫₀^∞ u(1 + u)^(−5/2) du = ∫₁^∞ (A^(−3/2) − A^(−5/2)) dA = 2 − 2/3 = 4/3.

Hence

W = αγħω_p/3.   (10)

The energy grows in proportion to γ. Equation (8) shows why: the energy per unit frequency depends on frequency only through ν, and has the scale αħ. Raising γ stretches the spectrum to higher frequencies without changing its height at given ν.

Both integrations were extended to zero frequency and to infinite u, where the approximations do not hold. Section 12 estimates the error from the soft end. At frequencies well above ω_p the contribution of large angles is small, because (8) falls as b²/u³ once u is large compared with both 1 and b, that is, once θ is large compared with both 1/γ and ω_p/ω. Both of these angles are small.

## 11. Where the energy goes in angle

Integrating (9) up to a given u, and dividing by the total, gives the fraction of the energy inside the corresponding cone:

f(u) = (3/4) ∫₁^A (s^(−3/2) − s^(−5/2)) ds
= (3/4)[2 − 2A^(−1/2) − 2/3 + (2/3)A^(−3/2)]
= 1 − (3/2)A^(−1/2) + (1/2)A^(−3/2).   (11)

At θ = 1/γ, where A = 2, the fraction is 0.116. Half of the energy lies inside the angle for which y = A^(−1/2) satisfies y³ − 3y + 1 = 0. The root between 0 and 1 gives γθ = 2.70.

The radiation is thus emitted at angles of order 1/γ, but with a long tail. For γθ ≫ 1 the fraction outside the cone is 3/(2γθ), which decreases slowly. The tail is built from the lower frequencies. As section 8 showed, for ν ≪ 1 the emission at frequency ω extends to angles of order ω_p/ω, which in units of 1/γ is 1/ν.

## 12. The spectrum

Now integrate (8) over angle at fixed frequency. Put s = 1 + b and expand the square:

u[1/(1 + u) − 1/(s + u)]² = u/(1 + u)² + u/(s + u)² − 2u/[(1 + u)(s + u)].

The antiderivatives of the three terms are

ln(1 + u) + 1/(1 + u),

ln(s + u) + s/(s + u),

−(2/b)[s ln(s + u) − ln(1 + u)].

The third uses the partial fractions u/[(1 + u)(s + u)] = (1/b)[s/(s + u) − 1/(1 + u)], where b = s − 1.

As u → ∞, the coefficients of ln u add up to 1 + 1 − (2/b)(s − 1) = 0, and the sum of the three antiderivatives goes to zero. At u = 0 the sum is

1 + ln s + 1 − (2s/b) ln s.

The integral is minus this value:

(2s/b − 1) ln s − 2 = (1 + 2/b) ln(1 + b) − 2.

With b = 1/ν² the spectrum is

dW/dω = (αħ/π) G(ν), G(ν) = (1 + 2ν²) ln(1 + 1/ν²) − 2.   (12)

For ν ≪ 1 this becomes

G ≈ 2 ln(1/ν) − 2.

The logarithm comes from the range of angles between 1/γ and ω_p/ω, where D_vac ≈ θ² and D_med is nearly constant. Well inside this range the density in solid angle falls as 1/θ², and equal factors in θ contribute nearly equal energies.

For ν ≫ 1 the logarithm is expanded as 1/ν² − 1/(2ν⁴) + 1/(3ν⁶) and multiplied by 1 + 2ν². The constant term 2 cancels against −2. The terms in 1/ν² are 1 − 1 = 0. The terms in 1/ν⁴ are −1/2 + 2/3 = 1/6, so

G ≈ 1/(6ν⁴).

At such frequencies the medium and the vacuum have nearly the same formation length, and the amplitude, which is their difference, is small.

The energy below a given ν follows from an integration by parts. The antiderivative of 1 + 2ν² is ν + 2ν³/3, and the derivative of ln(1 + 1/ν²) is −2/[ν(1 + ν²)]. Therefore

F(ν) = ∫₀^ν G dν′ = (ν + 2ν³/3) ln(1 + 1/ν²) − 2ν + ∫₀^ν (2 + 4x²/3)/(1 + x²) dx.

In the last integral 2 + 4x²/3 = (4/3)(1 + x²) + 2/3, which gives 4ν/3 + (2/3) arctan ν. The result is

F(ν) = (ν + 2ν³/3) ln(1 + 1/ν²) − 2ν/3 + (2/3) arctan ν.   (13)

As ν → ∞, the first term tends to 2ν/3 and cancels the second. The third tends to π/3. The total energy is then (αħ/π)γω_p · π/3, in agreement with (10). The fraction of the energy below ν is 3F(ν)/π.

For small ν, (13) reduces to F ≈ 2ν ln(1/ν). This gives the size of the error made by using the formulas near the plasma frequency. The region ω ≲ ω_p corresponds to ν ≲ 1/γ and holds a fraction of about (6/π)(ln γ)/γ of the energy in this model. As long as the true emission there is not larger than the extrapolated one by a great factor, (10) is unaffected for large γ.

## 13. The number of photons

Each photon carries ħω, so the mean number per unit frequency is (dW/dω)/(ħω). With dω/ω = dν/ν, the mean number above a threshold ω₀ = ν₀γω_p is

N(ν₀) = (α/π) ∫_(ν₀)^∞ G(ν) dν/ν.

At the lower end G grows logarithmically and dν/ν supplies another logarithm. The integral has no finite limit as ν₀ → 0. A statement about the number of photons therefore needs a threshold.

To evaluate the integral, put t = 1/ν² and T = 1/ν₀². Then dν/ν = −dt/(2t), and

N = (α/2π) ∫₀^T [(1 + 2/t) ln(1 + t) − 2] dt/t.

The first part defines a dilogarithm,

∫₀^T ln(1 + t) dt/t = −Li₂(−T).

The rest is elementary. By parts,

∫ 2 ln(1 + t) dt/t² = −2 ln(1 + t)/t + ∫ 2dt/[t(1 + t)]
= −2 ln(1 + t)/t + 2 ln t − 2 ln(1 + t).

The remaining term −2∫dt/t cancels 2 ln t. At t → 0 what is left tends to −2, so the definite integral is −2 ln(1 + T)/T − 2 ln(1 + T) + 2. Together,

N(ν₀) = (α/2π)[−Li₂(−T) − 2(1 + 1/T) ln(1 + T) + 2].   (14)

For a low threshold T is large, and the behaviour of the dilogarithm is needed. Define h(T) = −Li₂(−T) − Li₂(−1/T). From the integral above,

dh/dT = [ln(1 + T) − ln(1 + 1/T)]/T = (ln T)/T,

so h(T) = (1/2) ln²T + h(1). The constant is

h(1) = 2 ∫₀¹ ln(1 + t) dt/t = 2(1 − 1/4 + 1/9 − …) = π²/6.

The alternating sum is π²/12. It is the sum of all inverse squares, π²/6, minus twice the sum of the even ones, π²/24. Since Li₂(−1/T) → 0 for large T, we have −Li₂(−T) → (1/2) ln²T + π²/6.

With ℓ = ln(1/ν₀) and ln T = 2ℓ, (14) becomes

N ≈ (α/2π)[2ℓ² − 4ℓ + 2 + π²/6] = (α/π)[(ℓ − 1)² + π²/12].   (15)

One logarithm comes from frequency and the other from angle. The numbers obtained from (14) are:

- above 0.1 γω_p: N = 0.78α, with 56% of the energy;
- above 0.01 γω_p: N = 4.4α, with 91% of the energy;
- above 0.001 γω_p: N = 11.4α, with 99% of the energy.

This is the sense in which a crossing yields of order α photons. It holds for the hard photons, above about a tenth of γω_p, which carry a little more than half of the energy. Photons in the softer part are more numerous but contribute less energy. Neither (14) nor (15) may be continued down to ω ~ ω_p, where the form of the amplitude used here fails.

At ν₀ = 0.1 the approximation (15) gives 0.80α, about 2.5% above (14).

## 14. An electron with γ = 10⁴

Take an electron with γ = 10⁴, which has an energy of 5.11 GeV, and a medium with the round value ħω_p = 20 eV. The scale of the spectrum is

γħω_p = 10⁴ × 20 eV = 200 keV.

The mean energy radiated at one interface is

W = 7.297 × 10⁻³ × 200 keV / 3 = 0.486 keV.

Photons at the scale of 200 keV take about 4 × 10⁻⁵ of the electron's energy, so the neglect of recoil is well founded. Half of the energy is emitted within 2.70/10⁴ = 0.27 mrad of the direction of motion.

For a photon with ν = 0.3, or 60 keV, at θ = 1/γ, the sums in the formation lengths are γ²D_vac = 2 and γ²D_med = 2 + 1/0.09 = 13.1. The lengths are 329 μm in vacuum and 50 μm in the medium. Their ratio is 13.1/2 = 6.6. At these values the medium must be thick compared with 50 μm, and the vacuum path long compared with 330 μm, for the interface to count as independent in the average described in section 6. The change from medium to vacuum need not be sharp on an atomic scale. A change that is short compared with both lengths acts as a sharp interface.

The mean energy W is not the energy of a typical photon. Above a threshold of 20 keV, which is ν₀ = 0.1, the mean number is N = 0.00571, or about one photon in 175 crossings. These photons carry the fraction 0.557 of the energy, so their mean energy is

0.557 × 0.486 keV / 0.00571 = 47 keV.

In most crossings the interface produces no such photon, and in a few it produces one whose energy is far above 0.486 keV. If the threshold is lowered to 2 keV, the mean number rises to 0.032 and the mean photon energy falls to 14 keV. Above 200 keV the mean number is 5.8 × 10⁻⁵ and the energy fraction is 3.3%, as the steep fall of the spectrum suggests.

These numbers count the radiation of the interface alone. In a real medium the electron is also scattered and emits bremsstrahlung in proportion to the thickness. A hydrocarbon with ħω_p = 20 eV has a radiation length of about 50 cm. A layer of 250 μm, five times L_med above, then yields roughly 6 × 10⁻³ bremsstrahlung photons above 20 keV and a mean energy of about 2 MeV. Nearly all of these photons lie above 200 keV, where they outnumber those of the interface about a hundredfold. Between 20 and 200 keV the bremsstrahlung gives only about 2 × 10⁻⁴ photons, and there the interface dominates.

## 15. A check of the integrated energy

For the same γ, the numerical check also integrates the forward energy obtained from the matched fields, over frequencies above 10ω_p and angles up to sin θ = 0.3. In units of αγħω_p the result is 0.32893. The value from (13) with the same lower frequency is 0.32894, while the full integral is 1/3. The difference of 1.3% between these and 1/3 is the energy assigned to the omitted soft photons.

The fraction of this energy inside the median angle comes out as 0.5055 instead of 0.5. The omitted photons explain the excess. For ν ≪ 1 and u of order one, the second term in the bracket of (8) is negligible, and the energy inside u per unit ν is proportional to

∫₀^u x dx/(1 + x)² = ln A + 1/A − 1.

At the median angle A = 1 + 2.70² = 8.29, and this is 1.24. The frequency cut at ν = 0.001 therefore removes the fraction (3/π) × 0.001 × 1.24 = 0.0012 of the total energy from inside the cone, whereas it removes 0.0132 in all. The expected ratio is

(0.5 − 0.0012)/(1 − 0.0132) = 0.5055.

The soft photons that were left out lie mainly outside the cone, in agreement with the long angular tail of section 11.

## 16. When the result does not apply

The conditions used along the way fail in recognizable situations. If either medium is not thick compared with its formation length, neighbouring interfaces interfere as in section 6, and energies may not be added. Since L_vac grows as γ² at fixed frequency and fixed γθ, a vacuum gap that is long enough at one energy may be too short at a higher one.

If the light is absorbed within a formation length, the phase sum inside the medium is cut short by the absorption, and L_med as given by (3) no longer describes that side. If the charge is deflected within a formation length, the slip rate and the polarization factor change along the path. The deflection itself radiates, and the two emissions must be added as amplitudes. The deflection can be neglected only if its amplitude is small compared with that of the interface. At frequencies well above γω_p even a deflection much smaller than 1/γ can matter, because the two formation lengths are nearly equal there and the interface contributes little.

At frequencies near ω_p or near atomic resonances, ε is not close to one or does not have the form assumed. Reflection, backward emission and the actual response of the material then enter. This changes the number of soft photons. If the frequencies concerned all lie far below γω_p, the model assigns them only a small fraction of the energy by (13), and the hard part of the spectrum is unchanged. The energy emitted at those frequencies need not be small, however. Where the material has εv² > 1, as a transparent dielectric does for visible light, q can vanish and the charge emits Cherenkov radiation, which grows with the path length up to the absorption length. For ε = 1.8 it amounts to about 1 keV per centimetre between 2 and 4 eV, so that a few millimetres of clear material match the 0.486 keV of section 14. Equation (10) does not include this radiation.

Computed results

```
fine-structure constant alpha = 7.297353e-03
Lorentz factor gamma = 10000
plasma energy hbar*omega_p = 20.0 eV
electron energy = 5.110 GeV
scale gamma*hbar*omega_p = 200.0 keV
total energy W = 486.49 eV
photon energy at nu = 0.3: 60.0 keV
formation lengths there at theta = 1/gamma:
  vacuum 328.9 um, medium 50.2 um
median gamma*theta of the energy = 2.700
median angle = 0.2700 mrad
energy fraction inside theta = 1/gamma: 0.1161
photons above nu0 = omega0/(gamma omega_p):
  nu0 = 0.001, threshold 0.2 keV:
    N = 8.2980e-02 = 11.371 alpha
    energy fraction above = 0.9868
    mean photon energy = 5.79 keV
  nu0 = 0.01, threshold 2.0 keV:
    N = 3.2098e-02 = 4.399 alpha
    energy fraction above = 0.9120
    mean photon energy = 13.82 keV
  nu0 = 0.1, threshold 20.0 keV:
    N = 5.7097e-03 = 0.782 alpha
    energy fraction above = 0.5566
    mean photon energy = 47.42 keV
  nu0 = 1, threshold 200.0 keV:
    N = 5.7929e-05 = 0.008 alpha
    energy fraction above = 0.0334
    mean photon energy = 280.84 keV
logarithmic formula at nu0 = 0.1: 0.802 alpha
Maxwell matching against the formulas:
  gamma = 1000, largest relative deviation of the density:
    exit 3.1e-05, entry 3.1e-05
  largest backward/forward amplitude ratio = 7.8e-06
  gamma = 10000, omega > 10 omega_p:
    W/(alpha gamma hbar omega_p) = 0.32893
    formula with the same cut = 0.32894
    fraction inside the median angle = 0.5055
amplitude relative to a sharp interface (nu = 1, theta = 1/gamma):
  tanh width 0.02 vacuum formation lengths: 0.9999
  tanh width 1 vacuum formation lengths: 0.5834
  tanh width 5 vacuum formation lengths: 0.0027
```
